# Direct RPA correlation energy under a shift of the virtual orbital energies: verification in Python

```python
# Result under test: for direct RPA with fixed orbitals and integrals, raising all
# virtual orbital energies by s changes the correlation energy Ec at the rate
#     dEc/ds = sum of all squared Y amplitudes >= 0,   while Ec <= 0.
# D: orbital-energy differences (virtual minus occupied), one per pair
# K: direct Coulomb coupling 2(ia|jb);  A = D + K, B = K
# X, Y: RPA amplitudes, columns normalized by X^T X - Y^T Y = 1
# w: positive RPA excitation energies.  Hartree atomic units.
import numpy as np
from scipy import linalg, constants
from pyscf import gto, dft


def amplitudes(D, K):
    """Excitation energies and amplitudes from the symmetric reduced problem."""
    r = np.sqrt(D)
    M = r[:, None] * (np.diag(D) + 2 * K) * r[None, :]
    w2, Z = np.linalg.eigh(M)
    w = np.sqrt(w2)
    plus = r[:, None] * Z / np.sqrt(w)
    minus = Z * np.sqrt(w) / r[:, None]
    return w, (plus + minus) / 2, (plus - minus) / 2


def energy(D, K):
    return 0.5 * (amplitudes(D, K)[0].sum() - D.sum() - np.trace(K))


def y_norm(D, K):
    return np.sum(amplitudes(D, K)[2] ** 2)


def energy_full(D, K):
    """Energy from eigenvalues of the full non-symmetric RPA matrix."""
    A = np.diag(D) + K
    w = linalg.eigvals(np.block([[A, K], [-K, -A]])).real
    return 0.5 * (w[w > 0].sum() - np.trace(A))


def slope(D, K, direction, h=0.01):
    """Fourth-order central difference of the full-matrix energy."""
    e = {m: energy_full(D + m * h * direction, K) for m in (-2, -1, 1, 2)}
    return (8 * (e[1] - e[-1]) - (e[2] - e[-2])) / (12 * h)


# Water molecule, PBE orbitals
bond, angle = 1.81, 104.5
half = np.radians(angle / 2)
x, z = bond * np.sin(half), bond * np.cos(half)
mol = gto.M(atom=[["O", (0, 0, 0)], ["H", (x, 0, z)], ["H", (-x, 0, z)]],
            unit="Bohr", basis="cc-pvdz", verbose=0)
mf = dft.RKS(mol)
mf.xc = "PBE"
mf.conv_tol = 1e-10
mf.kernel()
assert mf.converged
nocc = mol.nelectron // 2
eps, C = mf.mo_energy, mf.mo_coeff
Co, Cv = C[:, :nocc], C[:, nocc:]
nvir = Cv.shape[1]
npair = nocc * nvir
eri = mol.intor("int2e", aosym="s1")
K = 2 * np.einsum("pqrs,pi,qa,rj,sb->iajb", eri, Co, Cv, Co, Cv,
                  optimize=True).reshape(npair, npair)
K = (K + K.T) / 2
D = (eps[None, nocc:] - eps[:nocc, None]).ravel()
one = np.ones(npair)
assert D.min() > 0
assert np.linalg.eigvalsh(K).min() > -1e-10

# Amplitudes satisfy the full equations, normalization and completeness
w, X, Y = amplitudes(D, K)
A = np.diag(D) + K
assert np.allclose(A @ X + K @ Y, X * w, atol=1e-9)
assert np.allclose(K @ X + A @ Y, -Y * w, atol=1e-9)
assert np.allclose(X.T @ X - Y.T @ Y, np.eye(npair), atol=1e-9)
assert np.allclose(X @ X.T - Y @ Y.T, np.eye(npair), atol=1e-9)

# Energy: coupling-strength integral against half the trace of w - A
Ec = energy(D, K)
t, g = np.polynomial.legendre.leggauss(16)
Ec_coupling = 0.0
for lam, wt in zip((t + 1) / 2, g / 2):
    _, Xl, Yl = amplitudes(D, lam * K)
    P = (Xl + Yl) @ (Xl + Yl).T
    Ec_coupling += 0.5 * wt * np.trace(K @ (P - np.eye(npair)))
assert abs(Ec - Ec_coupling) < 1e-8
assert Ec < 0

# Spin-orbital pairs (up and down) give the same energy and the same Y norm
D_spin, K_spin = np.tile(D, 2), np.kron(np.ones((2, 2)), K / 2)
S0 = np.sum(Y ** 2)
assert abs(energy(D_spin, K_spin) - Ec) < 1e-9
assert abs(y_norm(D_spin, K_spin) - S0) < 1e-9

# Slope for the uniform shift and for single virtual orbitals
fd = slope(D, K, one)
assert abs(fd - S0) < 1e-7
per_virtual = np.sum(Y ** 2, axis=1).reshape(nocc, nvir).sum(axis=0)
top = int(np.argmax(per_virtual))
fd_single = {}
for a in (0, top):
    d = np.zeros((nocc, nvir))
    d[:, a] = 1
    fd_single[a] = slope(D, K, d.ravel())
    assert abs(fd_single[a] - per_virtual[a]) < 1e-7

# Integral of the Y norm over all upward shifts returns minus the energy
t, g = np.polynomial.legendre.leggauss(48)
area = sum(wt * 2 / (1 - u) ** 2 * y_norm(D + (1 + u) / (1 - u), K)
           for u, wt in zip(t, g))
assert abs(area + Ec) < 1e-7

# Finite shifts: monotonic energy, falling Y norm, two-sided bracket
shifts = [0.0, 0.1, 0.2, 0.5, 1.0, 2.0]
table = [(s, energy_full(D + s, K), y_norm(D + s, K)) for s in shifts]
for (s1, e1, n1), (s2, e2, n2) in zip(table, table[1:]):
    assert e1 < e2 < 0 and n2 < n1
    assert (s2 - s1) * n2 < e2 - e1 < (s2 - s1) * n1

# Weak coupling: second-order sums
den = D[:, None] + D[None, :]
E2 = -0.5 * np.sum(K ** 2 / den)
N2 = np.sum(K ** 2 / den ** 2)
weak = 1e-3
assert abs(energy(D, weak * K) / weak ** 2 / E2 - 1) < 1e-2
assert abs(y_norm(D, weak * K) / weak ** 2 / N2 - 1) < 1e-2

# Two-mode boson model diagonalized in number states
Dm = np.array([1.0, 1.4])
Km = np.array([[0.3, 0.1], [0.1, 0.2]])
Am = np.diag(Dm) + Km
levels = 16
low = np.diag(np.sqrt(np.arange(1, levels)), 1)
b = [np.kron(low, np.eye(levels)), np.kron(np.eye(levels), low)]
H = np.zeros((levels ** 2, levels ** 2))
for p in range(2):
    for q in range(2):
        pair = b[p] @ b[q]
        H += Am[p, q] * b[p].T @ b[q] + 0.5 * Km[p, q] * (pair + pair.T)
Eb, V = np.linalg.eigh(H)
number = V[:, 0] @ (b[0].T @ b[0] + b[1].T @ b[1]) @ V[:, 0]
Em, Nm = energy(Dm, Km), y_norm(Dm, Km)
assert abs(Eb[0] - Em) < 1e-9
assert abs(number - Nm) < 1e-9

to_eV = constants.physical_constants["Hartree energy in eV"][0]
print("Water, PBE orbitals, cc-pVDZ, all electrons correlated")
print(f"O-H distance: {bond:.2f} bohr; H-O-H angle: {angle:.1f} degrees")
print(f"occupied, virtual orbitals, pairs: {nocc}, {nvir}, {npair}")
print(f"smallest orbital-energy difference: {D.min():.5f} hartree")
print(f"lowest RPA excitation energy (singlet): {w.min():.5f} hartree")
print(f"half sum of RPA energies: {w.sum() / 2:.6f} hartree")
print(f"half trace of A: {np.trace(A) / 2:.6f} hartree")
print(f"Ec, half-trace formula: {Ec:.6f} hartree = {Ec * to_eV:.4f} eV")
print(f"Ec, coupling-strength integral: {Ec_coupling:.6f} hartree")
print(f"sum of squared Y at s=0: {S0:.7f} (dimensionless)")
print(f"finite-difference dEc/ds at s=0: {fd:.7f} (dimensionless)")
print(f"integral of Y norm over s from 0 to infinity: {area:.6f} hartree")
print(f"lowest virtual: Y share {per_virtual[0]:.7f}, "
      f"finite difference {fd_single[0]:.7f}")
print(f"largest share, virtual number {top + 1}: Y share "
      f"{per_virtual[top]:.7f}, finite difference {fd_single[top]:.7f}")
print("shift s (hartree) | Ec (hartree) | sum of squared Y")
for s, e, n in table:
    print(f"{s:.1f} | {e:.6f} | {n:.6f}")
s1, e1, n1 = table[1]
print(f"energy rise for s={s1:.1f} hartree: {e1 - Ec:.6f} hartree")
print(f"lower and upper bracket: {s1 * n1:.6f}, {s1 * S0:.6f} hartree")
print(f"second-order energy: {E2:.6f} hartree")
print(f"second-order slope: {N2:.6f} (dimensionless)")
print("Two-mode boson model (energies in hartree)")
print(f"D: {Dm[0]:.1f}, {Dm[1]:.1f}; K11, K22, K12: "
      f"{Km[0, 0]:.1f}, {Km[1, 1]:.1f}, {Km[0, 1]:.1f}")
print(f"number states kept per mode: {levels}")
print(f"ground energy, number states: {Eb[0]:.8f} hartree")
print(f"ground energy, RPA formula: {Em:.8f} hartree")
print(f"mean boson number, number states: {number:.8f}")
print(f"sum of squared Y, model: {Nm:.8f}")
print("tests ok")
```

It prints:

```
Water, PBE orbitals, cc-pVDZ, all electrons correlated
O-H distance: 1.81 bohr; H-O-H angle: 104.5 degrees
occupied, virtual orbitals, pairs: 5, 19, 95
smallest orbital-energy difference: 0.25900 hartree
lowest RPA excitation energy (singlet): 0.28119 hartree
half sum of RPA energies: 275.837745 hartree
half trace of A: 276.146142 hartree
Ec, half-trace formula: -0.308398 hartree = -8.3919 eV
Ec, coupling-strength integral: -0.308398 hartree
sum of squared Y at s=0: 0.1624272 (dimensionless)
finite-difference dEc/ds at s=0: 0.1624271 (dimensionless)
integral of Y norm over s from 0 to infinity: 0.308398 hartree
lowest virtual: Y share 0.0191765, finite difference 0.0191765
largest share, virtual number 2: Y share 0.0215897, finite difference 0.0215897
shift s (hartree) | Ec (hartree) | sum of squared Y
0.0 | -0.308398 | 0.162427
0.1 | -0.293204 | 0.142376
0.2 | -0.279777 | 0.126760
0.5 | -0.246998 | 0.094562
1.0 | -0.208040 | 0.064464
2.0 | -0.159634 | 0.036536
energy rise for s=0.1 hartree: 0.015194 hartree
lower and upper bracket: 0.014238, 0.016243 hartree
second-order energy: -0.460023 hartree
second-order slope: 0.379961 (dimensionless)
Two-mode boson model (energies in hartree)
D: 1.0, 1.4; K11, K22, K12: 0.3, 0.2, 0.1
number states kept per mode: 16
ground energy, number states: -0.02627408 hartree
ground energy, RPA formula: -0.02627408 hartree
mean boson number, number states: 0.01893230
sum of squared Y, model: 0.01893230
tests ok
```
